# Oxide barrier height from a Fowler-Nordheim slope of 240 MV/cm

**Question**

I have current-voltage data for a silicon dioxide gate oxide that may have been charged during plasma etching. I plotted $\ln(J/F^2)$ against $1/F$, where $J$ is the current density and $F$ the oxide field, and got a straight line of slope $-240$ MV/cm. With an effective mass of 0.42 electron masses I am supposed to find a barrier near 3.1 eV. I get 5.4 eV, after multiplying the slope by $\ln 10$ because the current spans several decades. Is that factor wrong? I would also like to know why $J$ is divided by $F^2$, and how far I can trust the barrier that comes out.

**Answer**

The factor $\ln 10$ does not belong there. Your vertical axis is already a natural logarithm, so its slope is the one the theory uses, however many decades the current covers. The derivation shows this, and it also explains the $F^2$.

**The exponent**

Let $e>0$ be the elementary charge, $m$ the tunnelling mass in the oxide, and $\phi$ the energy from the emitter's Fermi level up to the oxide conduction band edge at the interface. Take a uniform field, a parabolic oxide band and no image force. At a distance $x$ into the oxide, the barrier seen by an electron at the Fermi level is $\phi-eFx$. It ends at $x=\phi/(eF)$, which must lie inside the oxide.

Under the barrier the wave function decays at the rate

$$\kappa(x)=\frac{\sqrt{2m(\phi-eFx)}}{\hbar}.$$

The transmission goes as the square of the amplitude, so its exponent is $-2\int\kappa\,dx$. Substitute $u=\phi-eFx$, for which $dx=-du/(eF)$. The minus sign reverses the limits:

$$2\int_0^{\phi/(eF)}\kappa\,dx=\frac{2\sqrt{2m}}{\hbar eF}\int_0^{\phi}u^{1/2}\,du=\frac{2\sqrt{2m}}{\hbar eF}\cdot\frac{2}{3}\phi^{3/2}.$$

This equals $B/F$, with

$$B=\frac{4\sqrt{2m}\,\phi^{3/2}}{3e\hbar}.$$

**Why the current is divided by $F^2$**

Electrons below the Fermi level tunnel too. If the energy of motion normal to the interface lies $\varepsilon$ below the Fermi level, the barrier is $\phi+\varepsilon$. For $\varepsilon\ll\phi$,

$$(\phi+\varepsilon)^{3/2}\approx\phi^{3/2}\left(1+\frac{3\varepsilon}{2\phi}\right),$$

so the transmission is

$$T(\varepsilon)\approx T_0\,e^{-B/F}e^{-\varepsilon/d},\qquad d=\frac{2\phi F}{3B}.$$

The factor $T_0$ comes from matching the waves at the interface. I treat it as constant here and check that below.

Now count the electrons, assuming a cold free-electron emitter with the same mass $m$ as the oxide, so that the normal and parallel motions separate. For a given $\varepsilon$, occupied states have parallel energies from 0 to $\varepsilon$. They fill a disk of radius $k=\sqrt{2m\varepsilon}/\hbar$. With two spins, their number per area is

$$2\,\frac{\pi k^2}{(2\pi)^2}=\frac{m\varepsilon}{\pi\hbar^2}.$$

In the normal direction, velocity times density of states gives an arrival rate $d\varepsilon/(2\pi\hbar)$ for each parallel state. Hence

$$J=\frac{em}{2\pi^2\hbar^3}\int_0^\infty T(\varepsilon)\,\varepsilon\,d\varepsilon\approx\frac{em}{2\pi^2\hbar^3}\,T_0\,d^2e^{-B/F},$$

because $\int_0^\infty\varepsilon e^{-\varepsilon/d}d\varepsilon=d^2$. The upper limit may be infinite if the emitter's Fermi energy is much larger than $d$.

One factor of $d$ comes from the range of normal energies that contribute, and the other from the number of parallel states. Since $d\propto F$, we have $J=CF^2e^{-B/F}$ with $C$ independent of field in this approximation, and

$$\ln\frac{J}{F^2}=\ln C-\frac{B}{F}.$$

The slope of your plot is therefore $-B$, and $B=240$ MV/cm is positive.

**The barrier**

Solving the expression for $B$ gives

$$\phi=\left(\frac{3e\hbar B}{4\sqrt{2m}}\right)^{2/3}.$$

For arithmetic in eV and nm, write the slope as $B=24.0$ V/nm, so that $eB=24.0$ eV/nm. For your mass $\hbar^2/(2m)=0.09071$ eV nm², and therefore

$$\phi^{3/2}=\frac34\,(24.0)\sqrt{0.09071}=5.421\ \text{eV}^{3/2},$$

$$\phi=(5.421)^{2/3}\ \text{eV}=3.09\ \text{eV}\quad(4.94\times10^{-19}\ \text{J}).$$

In reverse, a barrier of 3.1 eV would give a slope of 241.6 MV/cm, which is 0.7% above yours. Your slope and mass therefore do lead to the value you were told to expect.

Had you plotted $\log_{10}(J/F^2)$, the same data would have had a slope of $-104.2$ MV/cm, and multiplying by $\ln10$ would have been right. Applied to a natural-log slope, that factor multiplies the barrier by $(\ln10)^{2/3}=1.74$, which gives your 5.4 eV.

**Checking the approximations within the model**

At 8 MV/cm the exponent is $B/F=30.0$, the tunnelling distance is 3.86 nm and $d=0.0686$ eV. This $d$ is small compared with $\phi$, as the expansion requires.

The triangular barrier can also be solved exactly with Airy functions. For an emitter with a Fermi energy of 5 eV at 0 K, I integrated the exact transmission over energy and fitted the resulting current between 7 and 9.5 MV/cm. The slope is 239.8 MV/cm in magnitude. Across that window $J/(F^2e^{-B/F})$ varies by only 0.76%, so both the $F^2$ law and the constant $T_0$ hold well for this metal-like emitter. They hold less well when the Fermi energy is only a few times $d$, as in a silicon accumulation layer. The same model with a Fermi energy of 0.32 eV gives a slope of about 236 MV/cm and a drift of about 15% across the window.

**Temperature**

At temperature $T_{\rm e}$ the energy $\varepsilon$ in the supply is replaced by

$$\int_0^\infty\frac{dE_\parallel}{1+e^{(E_\parallel-\varepsilon)/kT_{\rm e}}}=kT_{\rm e}\ln\!\left(1+e^{\varepsilon/kT_{\rm e}}\right),$$

where $k$ is now Boltzmann's constant, and $\varepsilon$ may be negative. Multiply by $e^{-\varepsilon/d}$ and integrate by parts once. The boundary terms vanish for $kT_{\rm e}<d$, leaving

$$d\int_{-\infty}^{\infty}\frac{e^{-\varepsilon/d}}{1+e^{-\varepsilon/kT_{\rm e}}}\,d\varepsilon=d^2\,\frac{y}{\sin y},\qquad y=\frac{\pi kT_{\rm e}}{d}.$$

The current is thus enhanced by $y/\sin y$, which tends to 1 in the cold limit. At 300 K and 8 MV/cm the exact-transmission calculation gives an enhancement of 1.28, in agreement with this formula. Because $y\propto1/F$, the enhancement is larger at low field. That lifts the right-hand end of the plot and flattens the line. For the emitter with a 5 eV Fermi energy, the simple formula then returns a barrier too low by 0.04 eV at 300 K and by 0.07 eV at 400 K. The factor $y/\sin y$ assumes a Fermi energy much larger than $d$. With 0.32 eV in the same model the enhancement is about 1.4, and the barrier comes out low by about 0.07 eV at 300 K and 0.11 eV at 400 K.

**Other effects on the extracted barrier**

The shifts below are the apparent barrier minus the true one. Each effect was added alone to a model with a true barrier of 3.09 eV, and the slope was fitted over the same field window.

*Image force.* With an optical permittivity of 2.13 and the emitter treated as a perfect conductor, it lowers the barrier top by 0.735 eV at 8 MV/cm, yet it shifts the extracted value by only $-0.02$ eV. Where the potential $-a/x$ is a small correction, expanding the square root gives a reduction of the exponent by

$$\frac{\sqrt{2m}}{\hbar}\int_{x_0}^{\phi/(eF)}\frac{a\,dx}{x\sqrt{\phi-eFx}}\approx\frac{\sqrt{2m}\,a}{\hbar\sqrt\phi}\,\ln\frac{4\phi}{eFx_0},$$

where $x_0\approx a/\phi$ is the inner turning point. Close to $x_0$ the expansion fails, and that region adds a further reduction that is nearly independent of field. The total therefore varies with field almost only through the logarithm, so it goes mostly into the intercept.

*Emitter supply.* If the prefactor were $F$ instead of $F^2$, the plotted quantity would gain a term $\ln(1/F)$. Its derivative with respect to $1/F$ is $+F$, about 8 MV/cm, which makes the line less steep. The shift is $-0.07$ eV.

*Accumulation layer.* In silicon the Fermi level rises above the conduction band edge at the surface, by roughly 0.32 eV at 8 MV/cm in a simple estimate with one occupied subband. Call this rise $\delta(F)$, and let $\phi$ in this case be the offset between the two band edges. The exponent becomes

$$\frac BF\left(1-\frac{\delta}{\phi}\right)^{3/2}\approx\frac BF-\frac{3B}{2\phi}\frac{\delta}{F}.$$

Any part of $\delta$ proportional to $F$ adds a constant and leaves the slope alone. The rest of this estimate is the energy of the lowest subband, which grows as $F^{2/3}$. Divided by $F$, it varies as $(1/F)^{1/3}$, and its derivative with respect to $1/F$ is only a third of what a constant $\delta$ of the same size would give. This is why, in this estimate, the extracted value falls only 0.08 eV below the band offset, not 0.32 eV. Both numbers depend on the assumed shape of the well. A self-consistent hard-wall well at 300 K gives a rise nearer 0.37 eV and a shift nearer $-0.10$ eV, with about a third of the electrons outside the lowest subband. Summing the current over the subbands, which also brings in their supply and temperature, gives roughly $-0.11$ to $-0.17$ eV, depending on which valleys are allowed to tunnel.

*Oxide band shape.* A two-band dispersion with a gap of roughly 9 eV, keeping 0.42 as the band-edge mass, gives a shift of $-0.23$ eV (from $-0.26$ to $-0.21$ eV for gaps of 8 to 10 eV). If 0.42 is instead a parabolic mass fitted to tunnelling data, this is not an error of that size: a two-band model with an edge mass of 0.53 gives the same slope for the same barrier.

**What this means for a charged oxide**

I took a 10 nm oxide and fields of 7 to 9.5 MV/cm, which lie below a rough breakdown field of 11 MV/cm. The barrier of 3.09 eV agrees with the rough 3.1 eV expected between silicon and its oxide. One assumption that plasma charging can break is that the oxide holds no charge. Suppose your $F$ is the oxide voltage divided by thickness, and a sheet of $10^{12}$ trapped electrons per cm² sits in the middle of the oxide. By Gauss's law the field at the emitter is lower by $\Delta F=0.23$ MV/cm. In this window the electron leaves the barrier before it reaches the sheet, so only the field at the emitter matters. With the sheet held fixed during the sweep,

$$\frac{B}{F-\Delta F}\approx\frac BF+\frac{B\,\Delta F}{F^2},$$

so the line steepens and the apparent barrier rises by 0.13 eV. The same density of trapped holes lowers it by 0.12 eV. These sizes belong to a sheet at mid-oxide. Placed 2 nm or 8 nm from the emitter, the same sheet shifts the apparent barrier by only about 0.05 eV. A changed slope after plasma exposure is therefore not, by itself, evidence of a changed barrier. If the trapped charge grows during the sweep, these shifts no longer apply.

Thickness matters as well. At 7 MV/cm the electron needs 4.41 nm to leave the barrier. In an oxide thinner than that it would reach the far electrode while still under the barrier. The triangular formula would then overestimate the exponent, slightly at first and more and more as the oxide gets thinner. Reflection of the electron wave at the far electrode is neglected throughout.

**How many digits to keep**

The slope fixes only the product $\sqrt m\,\phi^{3/2}$. At fixed slope $\phi\propto m^{-1/3}$, so a mass of 0.50 would give 2.91 eV. At fixed mass $\phi\propto B^{2/3}$, so a field scale 3% too high raises the result by 0.06 eV. I would report 3.1 eV for a parabolic mass of 0.42, and regard the first decimal as uncertain. Independent values of the mass, field scale and trapped charge would narrow the range. They do not remove the shifts from temperature and from the emitter, which need their own corrections. The numerical output below lists the individual values; its lines marked "there" refer to the example field of 8 MV/cm.

## Calculated quantities

```
given slope B = 240.0 MV/cm
mass = 0.42 electron masses
hbar^2/(2m) = 0.09071 eV nm^2
B/phi^1.5 = 44.27 MV/cm per eV^1.5
phi^1.5 = 5.4214 eV^1.5
barrier phi = 3.086 eV
barrier phi = 4.944e-19 J
slope for 3.1 eV = 241.6 MV/cm
base-10 slope = 104.2 MV/cm
phi if 240 misread as base-10 = 5.38 eV
oxide thickness = 10.0 nm
field window = 7.0 to 9.5 MV/cm
rough breakdown field = 11.0 MV/cm
direct tunnelling below = 3.09 MV/cm
example field = 8.0 MV/cm
tunnel distance there = 3.86 nm
tunnel distance at lowest field = 4.41 nm
exponent B/F there = 30.00
energy scale d there = 0.0686 eV
1/d = 14.58 per eV
Airy log-derivative = 14.52 per eV
model emitter Fermi energy = 5.0 eV
model J at 7.0 MV/cm = 5.99e-08 A/cm2
model J at 8.0 MV/cm = 5.67e-06 A/cm2
model J at 9.5 MV/cm = 9.08e-04 A/cm2
slope from exact current = 239.80 MV/cm
spread of J/(F^2 exp(-B/F)) = 0.76 %
J(300 K)/J(0 K) at example field = 1.284
optical permittivity = 2.13
image lowering of barrier top = 0.735 eV
Fermi rise in silicon = 0.320 eV
trapped sheet = 1.0e+12 cm^-2
field change by sheet = 0.232 MV/cm
oxide gap, rough = 9.0 eV
Apparent minus true barrier:
  exact transmission, 0 K: -0.002 eV
  exact transmission, 300 K: -0.037 eV
  exact transmission, 400 K: -0.070 eV
  image force: -0.022 eV
  prefactor F, not F^2: -0.070 eV
  accumulation layer: -0.077 eV
  trapped electrons: +0.126 eV
  trapped holes: -0.118 eV
  two-band dispersion: -0.231 eV
two-band edge mass for same B = 0.530 electron masses
phi if mass is 0.50 = 2.912 eV
phi change for field scale +3 % = +0.061 eV
```
